**Energy-density temperature of collisionless phonons between black contacts**

For contacts at `T_hot` = 20 K and `T_cold` = 10 K, far below the Debye temperature, the phonon gas has the energy-density temperature `T_u = ((T_hot**4 + T_cold**4)/2)**(1/4)` = 17.1 K throughout the gap. The program asserts this against a sum over wavevectors with an anisotropic dispersion, which gives 17.075 K, and does the same for the number-density temperature of 16.5 K. An isotropic sum tests the energy coefficient and the factor 1/4 in the heat flux. For a bismuth film with a rough Debye temperature `theta_D` = 120 K, the finite cutoff lowers `T_u` to 16.8 K, and the ballistic flux is about 56 kW/cm². A discrete-ordinates solver, asserted against the known thick-slab flux, tests the weak-scattering formula at `tau` = 0.01, where `tau` is the gap thickness over the mean free path. At `tau` = 0.1 it shows `T_u` running from 17.3 K to 16.2 K between the faces. Explicit repeated reflections test the formula for partly absorbing contacts, including the result that equal absorptivities leave `T_u` unchanged.

## Program and output

```python
"""Collisionless phonons between black contacts at T_cold and T_hot.

Result under test: the energy density is the mean of the two equilibrium
values, everywhere in the gap.  Far below the Debye temperature this gives
T_u = ((T_hot**4 + T_cold**4)/2)**(1/4), the energy-density temperature.
Symbols: v sound speed, n_atoms atom density, theta_D Debye temperature,
tau gap thickness over mean free path, share = (u-u_cold)/(u_hot-u_cold).
Wavevector-grid tests use units with hbar = k_B = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

kB, hbar = const.k, const.hbar
T_cold, T_hot = 10.0, 20.0
T_ideal = ((T_hot**4 + T_cold**4) / 2)**0.25
T_number = ((T_hot**3 + T_cold**3) / 2)**(1 / 3)

# Wavevector sums: omega^2 = k.M.k, modes sorted by sign of group velocity.
spacing = 6.0
axis = (np.arange(120) - 59.5) * spacing
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij", sparse=True)
cell = (spacing / (2 * np.pi))**3


def dispersion(mxx, myy, mzz, mxz):
    omega = np.sqrt(mxx*kx**2 + myy*ky**2 + mzz*kz**2 + 2*mxz*kx*kz)
    return omega, (mzz*kz + mxz*kx) / omega


def bose(omega, temperature):
    return 1 / np.expm1(omega / temperature)


omega, vz = dispersion(1.0, 1.3, 0.8, 0.4)
occupation = np.where(vz > 0, bose(omega, T_hot), bose(omega, T_cold))
energy_gap = np.sum(omega * occupation)
number_gap = np.sum(occupation)
T_grid = brentq(lambda t: np.sum(omega * bose(omega, t)) / energy_gap - 1,
                T_cold, T_hot, xtol=1e-5)
T_number_grid = brentq(lambda t: np.sum(bose(omega, t)) / number_gap - 1,
                       T_cold, T_hot, xtol=1e-5)
# Tolerances allow for the finite grid spacing and range.
assert abs(T_grid - T_ideal) < 0.03
assert abs(T_number_grid - T_number) < 0.05

omega, vz = dispersion(1.0, 1.0, 1.0, 0.0)
occupation = np.where(vz > 0, bose(omega, T_hot), bose(omega, T_cold))
flux_grid = cell * np.sum(omega * vz * occupation)
u_hot_grid = cell * np.sum(omega * bose(omega, T_hot))
u_branch = np.pi**2 / 30
assert abs(u_hot_grid / (u_branch * T_hot**4) - 1) < 0.005
flux_formula = u_branch * (T_hot**4 - T_cold**4) / 4
flux_ratio = flux_grid / flux_formula
assert abs(flux_ratio - 1) < 0.01

# Bismuth film: rough material values, Debye spectrum with its cutoff.
theta_D = 120.0
density, molar_mass = 9800.0, 0.209
gap = 100e-9
n_atoms = density / molar_mass * const.N_A
v = kB * theta_D / (hbar * (6 * np.pi**2 * n_atoms)**(1 / 3))


def u_debye(temperature):
    integral = quad(lambda x: x**3 / np.expm1(x) if x > 0 else 0.0,
                    0, theta_D / temperature, epsabs=1e-11, limit=200)[0]
    return 9*n_atoms*kB*temperature*(temperature/theta_D)**3 * integral


def u_lowT(temperature):
    return np.pi**2 * (kB * temperature)**4 / (10 * (hbar * v)**3)


assert abs(u_debye(2.0) / u_lowT(2.0) - 1) < 1e-6
u_c, u_h = u_debye(T_cold), u_debye(T_hot)


def T_from_share(share):
    target = u_c + share * (u_h - u_c)
    return brentq(lambda t: u_debye(t) / target - 1, 5.0, 30.0)


u_mean = (u_h + u_c) / 2
T_bismuth = T_from_share(0.5)
assert T_cold < T_bismuth < T_ideal
flux = v * (u_h - u_c) / 4


# Grey isotropic scattering in the gap, solved by discrete ordinates.
def scattering_slab(tau, cells=100):
    s, w = np.polynomial.legendre.leggauss(32)
    s, w = (s + 1) / 2, w / 2
    mu, weight = s**2, 2 * s * w      # directions crowded towards grazing
    step = tau / cells
    decay = np.exp(-step / mu)
    average = (1 - decay) * mu / step
    share = np.full(cells, 0.5)
    for _ in range(3000):
        new = np.zeros(cells)
        right = np.ones_like(mu)
        for j in range(cells):
            new[j] += weight @ (share[j] + (right - share[j])*average) / 2
            right = share[j] + (right - share[j]) * decay
        left = np.zeros_like(mu)
        for j in range(cells - 1, -1, -1):
            new[j] += weight @ (share[j] + (left - share[j])*average) / 2
            left = share[j] + (left - share[j]) * decay
        change = np.max(np.abs(new - share))
        share = new
        if change < 1e-9:
            break
    else:
        raise RuntimeError("scattering iteration did not converge")
    flux_in = 2 * np.sum(weight * mu * (1 - left))
    flux_out = 2 * np.sum(weight * mu * right)
    assert abs(flux_in - flux_out) < 1e-5
    return (1 + weight @ left) / 2, (weight @ right) / 2, flux_in


thick_flux = scattering_slab(5.0)[2]
assert abs(thick_flux / ((4 / 3) / (5.0 + 2 * 0.710446)) - 1) < 2e-3
thin_hot = scattering_slab(0.01)[0]
thin_formula = (1 - expn(2, 0.01)) / 4
assert abs((thin_hot - 0.5) / thin_formula - 1) < 0.04  # next order omitted


# Partly absorbing contacts: explicit reflections against the closed form.
def hot_share_bounces(a_hot, a_cold):
    total, intensity = 0.0, a_hot
    for _ in range(400):
        total += intensity / 2
        intensity *= 1 - a_cold
        total += intensity / 2
        intensity *= 1 - a_hot
    return total


def hot_share_formula(a_hot, a_cold):
    return a_hot*(2 - a_cold) / (2*(1 - (1 - a_hot)*(1 - a_cold)))


for pair in [(1.0, 0.5), (0.3, 0.8), (0.4, 0.4)]:
    assert abs(hot_share_bounces(*pair) - hot_share_formula(*pair)) < 1e-10
assert abs(hot_share_bounces(0.4, 0.4) - 0.5) < 1e-10
share_unequal = hot_share_bounces(1.0, 0.5)

# Other neglected effects, from rough values.
peak_x = brentq(lambda x: x - 3 * (1 - np.exp(-x)), 1.0, 4.0)
wavelength = 2 * np.pi * hbar * v / (peak_x * kB * T_cold)
carriers, fermi_energy = 3e23, 0.020 * const.e
u_carriers = 2*np.pi**2/4*carriers*(kB*T_bismuth)**2/fermi_energy
contact_conductivity = 1000.0
contact_gradient = flux / contact_conductivity

print(f"Contact temperatures: {T_cold:.0f} and {T_hot:.0f} K")
print(f"Arithmetic mean temperature: {(T_cold + T_hot)/2:.1f} K")
print(f"Mean of fourth powers: {(T_hot**4 + T_cold**4)/2:.0f} K^4")
print(f"Ideal energy-density temperature: {T_ideal:.3f} K")
print(f"Same, anisotropic wavevector sum: {T_grid:.3f} K")
print(f"Number-density temperature, formula: {T_number:.3f} K")
print(f"Number-density temperature, sum: {T_number_grid:.3f} K")
print(f"Flux, wavevector sum over formula: {flux_ratio:.4f}")
print(f"Bi Debye temperature (rough input): {theta_D:.0f} K")
print(f"Bi density (rough input): {density/1000:.1f} g/cm3")
print(f"Bi molar mass (input): {molar_mass*1000:.0f} g/mol")
print(f"Bi atom density: {n_atoms/1e6:.3e} cm^-3")
print(f"Bi Debye sound speed: {v:.0f} m/s")
print(f"Gap thickness: {gap*1e9:.0f} nm")
print(f"Bi energy density at 10 K: {u_c/1e6:.4f} J/cm3")
print(f"Bi energy density at 20 K: {u_h/1e6:.4f} J/cm3")
print(f"Bi energy density in gap: {u_mean/1e6:.4f} J/cm3")
for t in (T_cold, T_hot):
    print(f"Debye energy over T^4 law at {t:.0f} K: "
          f"{u_debye(t)/u_lowT(t):.4f}")
print(f"Bi energy-density temperature with cutoff: {T_bismuth:.2f} K")
print(f"Bi ballistic heat flux: {flux/1e7:.1f} kW/cm2")
for mean_free_path in (1e-6, 10e-6):
    tau = gap / mean_free_path
    hot_edge, cold_edge, relative_flux = scattering_slab(tau)
    label = f"Mean free path {mean_free_path*1e6:.0f} um"
    print(f"{label}: thickness ratio tau = {tau:.2f}")
    print(f"{label}: hot-face energy share {hot_edge:.4f}")
    print(f"{label}: weak-scattering formula "
          f"{0.5 + (1 - expn(2, tau))/4:.4f}")
    print(f"{label}: T_u at hot face {T_from_share(hot_edge):.2f} K")
    print(f"{label}: T_u at cold face {T_from_share(cold_edge):.2f} K")
    print(f"{label}: flux over ballistic flux {relative_flux:.4f}")
print(f"Absorptivity hot 1, cold 0.5: hot share {share_unequal:.3f}")
print(f"Absorptivity hot 1, cold 0.5: T_u {T_from_share(share_unequal):.2f} K")
print(f"Wavelength at spectral energy peak, 10 K: {wavelength*1e9:.2f} nm")
print(f"Carrier density, each sign (rough input): {carriers/1e6:.0e} cm^-3")
print(f"Carrier Fermi energy (rough input): {fermi_energy/const.e*1e3:.0f} meV")
print(f"Carrier over phonon energy density: {u_carriers/u_mean:.1e}")
print(f"Contact conductivity (rough input): {contact_conductivity:.0f} W/(m K)")
print(f"Temperature gradient in contact: {contact_gradient/1e6:.2f} K/um")
print("tests ok")
```

Running it gives:

```
Contact temperatures: 10 and 20 K
Arithmetic mean temperature: 15.0 K
Mean of fourth powers: 85000 K^4
Ideal energy-density temperature: 17.075 K
Same, anisotropic wavevector sum: 17.075 K
Number-density temperature, formula: 16.510 K
Number-density temperature, sum: 16.511 K
Flux, wavevector sum over formula: 1.0015
Bi Debye temperature (rough input): 120 K
Bi density (rough input): 9.8 g/cm3
Bi molar mass (input): 209 g/mol
Bi atom density: 2.824e+22 cm^-3
Bi Debye sound speed: 1324 m/s
Gap thickness: 100 nm
Bi energy density at 10 K: 0.1316 J/cm3
Bi energy density at 20 K: 1.8148 J/cm3
Bi energy density in gap: 0.9732 J/cm3
Debye energy over T^4 law at 10 K: 0.9979
Debye energy over T^4 law at 20 K: 0.8602
Bi energy-density temperature with cutoff: 16.78 K
Bi ballistic heat flux: 55.7 kW/cm2
Mean free path 1 um: thickness ratio tau = 0.10
Mean free path 1 um: hot-face energy share 0.5710
Mean free path 1 um: weak-scattering formula 0.5694
Mean free path 1 um: T_u at hot face 17.32 K
Mean free path 1 um: T_u at cold face 16.19 K
Mean free path 1 um: flux over ballistic flux 0.9157
Mean free path 10 um: thickness ratio tau = 0.01
Mean free path 10 um: hot-face energy share 0.5126
Mean free path 10 um: weak-scattering formula 0.5126
Mean free path 10 um: T_u at hot face 16.88 K
Mean free path 10 um: T_u at cold face 16.68 K
Mean free path 10 um: flux over ballistic flux 0.9903
Absorptivity hot 1, cold 0.5: hot share 0.750
Absorptivity hot 1, cold 0.5: T_u 18.54 K
Wavelength at spectral energy peak, 10 K: 2.25 nm
Carrier density, each sign (rough input): 3e+17 cm^-3
Carrier Fermi energy (rough input): 20 meV
Carrier over phonon energy density: 2.5e-05
Contact conductivity (rough input): 1000 W/(m K)
Temperature gradient in contact: 0.56 K/um
tests ok
```
